# Vacancy Density in Randomly Mixed Amorphous Oxides, part 1

(Sections cited here and not found follow in the second part.)

## I. From one oxygen site to the power law

Suppose that one indium atom in ten of an amorphous indium oxide film is replaced by aluminium, which binds oxygen more strongly. How far does the density of oxygen vacancies fall? A tempting estimate computes the mean energy needed to make a vacancy in the mixed oxide and puts it into a Boltzmann factor. For the parameters used below, this estimate says that the density falls to 13% of its former value. Averaging the Boltzmann factor itself over the different oxygen sites gives 71%. The first number would suggest a strong means of controlling carriers, the second a weak one. The discrepancy arises because vacancies form preferentially at cheap sites, and a random oxide still contains many of them.

### One site in contact with an oxygen reservoir

An oxygen site is either filled or vacant. Let $g$ be the free energy needed to take the oxygen atom out of the site and put it in the reservoir. It contains the energy of the broken bonds and of the relaxation around the vacancy, the change in vibrational free energy, and the chemical potential of oxygen. If the vacancy is charged, it also contains the energy of the electrons exchanged with the film, and so depends on the Fermi level. The temperature $T$, the oxygen chemical potential and the Fermi level are held fixed throughout this half. Energies are in eV, and $\beta=1/k_BT$.

Give the filled state the weight 1. The vacant state then has the weight

$$w=e^{-\beta g}. \tag{1}$$

Let $n_i=1$ if site $i$ is vacant and $n_i=0$ if it is filled. If vacancies do not interact, the free energies of several vacancies add, and the partition function of all sites is

$$Z=\sum_{\{n_i=0,1\}}\prod_i w_i^{n_i}=\prod_i(1+w_i). \tag{2}$$

The second equality holds because each $n_i$ is summed separately. The probability that one site is vacant is the weight of its vacant state divided by the sum of its two weights:

$$\theta=\frac{w}{1+w}. \tag{3}$$

The denominator expresses site blocking: a site can lose its oxygen atom once. For $w\ll1$ the site is rarely vacant and $\theta\simeq w$. The error follows from

$$w-\theta=\frac{w(1+w)-w}{1+w}=\frac{w^2}{1+w}. \tag{4}$$

The right side is positive and smaller than $w^2$. Therefore

$$w-w^2<\theta<w. \tag{5}$$

### The random shell of neighbours

Let every oxygen site have $z$ cation neighbours. Each neighbour is a dopant D with probability $p$ or a host cation H with probability $1-p$, independently of the other neighbours in the same shell. The cations are frozen: during the anneal oxygen can move, but the cation arrangement cannot respond to the vacancies. We therefore compute the occupation for a given arrangement first and average over arrangements afterwards.

A particular shell with $k$ dopants in specified positions has probability $p^k(1-p)^{z-k}$. The $k$ positions can be chosen in $\binom zk$ ways, so that the number of dopant neighbours has the binomial distribution

$$P_k=\binom zk p^k(1-p)^{z-k}. \tag{6}$$

The probability $p$ belongs to a neighbour, that is, to an oxygen–cation bond. It differs from the cation fraction $x$ if the two cations have different numbers of oxygen neighbours, $c_D$ and $c_H$. Among $N$ cations, $xN$ are dopants and carry $xNc_D$ bonds; the hosts carry $(1-x)Nc_H$ bonds. When every oxygen site has the same $z$, a randomly chosen neighbour of a randomly chosen site is a randomly chosen bond. Hence

$$p=\frac{xc_D}{xc_D+(1-x)c_H}. \tag{7}$$

For aluminium in amorphous indium oxide we take rough round values, $c_D=4.5$ and $c_H=5.5$. At $x=0.10$,

$$p=\frac{0.10\times4.5}{0.10\times4.5+0.90\times5.5}
=\frac{0.45}{5.40}=0.0833. \tag{8}$$

The dopant occupies a smaller share of the bonds than of the cation sites because it has fewer oxygen neighbours.

### Additive energies turn the average into a power

Assume next that each neighbour contributes its own amount to the vacancy free energy, whatever the others are. Let the contributions be $u_H$ and $u_D$, and let $g_c$ be the part common to all sites. With $k$ dopants in the shell,

$$\begin{aligned}
g_k&=g_c+(z-k)u_H+ku_D\\
&=g_0+k\Delta,
\end{aligned} \tag{9}$$

where

$$g_0=g_c+zu_H,\qquad \Delta=u_D-u_H. \tag{10}$$

Thus $g_0$ is the free energy at a site with host neighbours alone, and $\Delta$ is the change when one host neighbour becomes a dopant. A dopant that holds oxygen more strongly has $\Delta>0$.

Let $N_O$ be the density of oxygen sites and $n_V$ the density of vacancies. In the dilute regime we replace $\theta$ by $w$ and average with Eq. (6):

$$\begin{aligned}
n_V&\simeq N_O\sum_{k=0}^zP_ke^{-\beta(g_0+k\Delta)}\\
&=N_Oe^{-\beta g_0}\sum_{k=0}^z\binom zk
\left(pe^{-\beta\Delta}\right)^k(1-p)^{z-k}.
\end{aligned} \tag{11}$$

The factor $e^{-\beta k\Delta}$ has been joined to $p^k$, which is possible because the energy is linear in $k$. The binomial theorem now gives

$$\boxed{n_V\simeq N_Oe^{-\beta g_0}F^z,\qquad
F=1-p+pe^{-\beta\Delta}.} \tag{12}$$

$F$ is the Boltzmann factor of one neighbour, measured from the host and averaged over the two kinds of cation. Independence makes the probabilities multiply, and additivity makes the Boltzmann factors multiply. The derivation of the power $z$ uses both.

With more than two species the same reasoning works neighbour by neighbour. Let species $a$ occur with probability $p_a$ and contribute $u_a$. Then

$$\sum_{a_1,\ldots,a_z}\prod_{j=1}^zp_{a_j}e^{-\beta u_{a_j}}
=\left(\sum_ap_ae^{-\beta u_a}\right)^z, \tag{13}$$

because each of the $z$ sums can be done separately. The density is this expression multiplied by $N_Oe^{-\beta g_c}$. For two species, taking $e^{-\beta u_H}$ out of each factor returns Eq. (12).

### Sites that share cations

A cation belongs to the shells of several oxygen sites, so neighbouring sites do not have independent energies. This does not change the mean density. The average of a sum is the sum of the averages, whether or not its terms are correlated, and each site's average requires the probabilities of its own shell alone.

Sharing does affect fluctuations. Let $\bar\theta=N^{-1}\sum_i\theta_i$ be the vacant fraction of a film with $N$ sites, and let each site share cations with at most $m$ others. Its variance over cation arrangements is

$$\operatorname{Var}\bar\theta=\frac1{N^2}\sum_{i,j}\operatorname{Cov}(\theta_i,\theta_j)
\le\frac{m+1}{N}\operatorname{Var}\theta. \tag{14}$$

Here we have assumed that all cations are drawn independently, so that sites without common cations have zero covariance; no covariance exceeds the single-site variance. For fixed $m$ the fluctuation vanishes as $N$ grows. One large film therefore has the density given by the average over arrangements.

### How large is the error from site blocking?

Averaging Eq. (5) requires the mean of $w^2$. Squaring the Boltzmann factor replaces $g_0$ by $2g_0$ and $\Delta$ by $2\Delta$, and the sum in Eq. (11) becomes

$$\langle w^2\rangle=e^{-2\beta g_0}G^z,\qquad
G=1-p+pe^{-2\beta\Delta}. \tag{15}$$

Consequently,

$$e^{-\beta g_0}F^z-e^{-2\beta g_0}G^z<
\frac{n_V}{N_O}<e^{-\beta g_0}F^z. \tag{16}$$

Relative to the power law, the blocking error is less than $e^{-\beta g_0}(G/F)^z$. For $\Delta>0$ we have $G<F$, and the error is below $e^{-\beta g_0}$. For a dopant that binds oxygen weakly, $\Delta<0$ and $G>F$. The error can then be much larger, because sites with many dopant neighbours may cease to be dilute while the average site still is.

### Numbers for an aluminium-containing film

Take an anneal at $T=573$ K, where $k_BT=0.04938$ eV, with $z=4$, $N_O=4.5\times10^{22}$ cm$^{-3}$, $g_0=0.50$ eV and $\Delta=0.30$ eV. These are chosen model values. The two Boltzmann factors are

$$\begin{aligned}
e^{-\beta g_0}&=e^{-0.50/0.04938}=4.00\times10^{-5},\\
e^{-\beta\Delta}&=e^{-0.30/0.04938}=2.30\times10^{-3}.
\end{aligned} \tag{17}$$

With $p=0.0833$,

$$\begin{aligned}
F&=1-0.0833+0.0833\times0.00230=0.9169,\\
F^4&=0.707.
\end{aligned} \tag{18}$$

Without dopant the density is $4.5\times10^{22}\times4.00\times10^{-5}=1.80\times10^{18}$ cm$^{-3}$. With dopant, at the same $g_0$, it is $0.707$ times this, or $1.27\times10^{18}$ cm$^{-3}$.

Equation (12) was tested on a ring of seven cations and seven oxygen sites, each site touching four consecutive cations. Neighbouring sites therefore share cations. A sum over all $2^7$ cation arrangements, and over all $2^7$ vacancy states for each, gives a vacant fraction of $2.827998\times10^{-5}$. The power law gives $2.828111\times10^{-5}$. The relative difference is $4.0\times10^{-5}$, in agreement with the size of the blocking bound. At this density, blocking is negligible.

### Why the mean energy fails

The mean number of dopant neighbours is $zp$, so that the mean vacancy energy is $g_0+zp\Delta$. To compare its Boltzmann factor with the true average, set $y=\beta k\Delta$ and $\bar y=\beta zp\Delta$. Since $e^s\ge1+s$ for every real $s$,

$$\left\langle e^{-(y-\bar y)}\right\rangle\ge
\left\langle1-(y-\bar y)\right\rangle=1. \tag{19}$$

Multiplication by $e^{-\bar y}$ gives

$$F^z\ge e^{-\beta zp\Delta}. \tag{20}$$

This holds for either sign of $\Delta$. The mean-energy estimate places the density too low, and for a strong binder it overstates the suppression. In the example it gives $e^{-4\times0.0833\times0.30/0.04938}=0.132$, too small by a factor of $0.707/0.132=5.4$.

The estimate becomes good when $|\beta\Delta|\ll1$. Expanding the logarithm of $F$ to second order,

$$\begin{aligned}
\ln F&\simeq\ln\!\left[1-p\beta\Delta+\tfrac12p(\beta\Delta)^2\right]\\
&\simeq-p\beta\Delta+\tfrac12p(1-p)(\beta\Delta)^2.
\end{aligned} \tag{21}$$

The first term is the mean-energy result. The second comes from the variance of the neighbour energy. Here $\beta\Delta=6.1$, far outside this regime.

### The limit of a strong binder

When $\beta\Delta\gg1$ and $pe^{-\beta\Delta}\ll1-p$, Eq. (12) reduces to

$$\frac{n_V(p)}{n_V(0)}=F^z\longrightarrow(1-p)^z. \tag{22}$$

This is the fraction of oxygen sites without a dopant neighbour. One strong neighbour is enough to switch a site off, and a still larger $\Delta$ brings no further benefit. For the example the limit is $0.706$, while $F^4=0.707$. Halving $\Delta$ to 0.15 eV gives $0.718$, a change of less than 2%.

At small $p$ the lost fraction is about $zp$. Since $zpN_O$ is the density of dopant–oxygen bonds, each dopant removes about $c_D$ sites from the supply, provided $z$ equals the mean oxygen coordination that bond counting fixes for the oxide. At larger $p$, shells begin to contain more than one dopant, and the later ones are partly wasted.

At fixed $g_0$, $\Delta$, coordinations and temperature, the model gives:

| $x$ | $p$ | $F^4$ | Mean-energy estimate |
|---:|---:|---:|---:|
| 0.05 | 0.041 | 0.845 | 0.37 |
| 0.10 | 0.083 | 0.707 | 0.13 |
| 0.20 | 0.170 | 0.476 | 0.016 |
| 0.40 | 0.353 | 0.176 | 0.00019 |

For a tenfold reduction set $F^z=0.1$ and solve for $p$:

$$p=\frac{1-0.1^{1/z}}{1-e^{-\beta\Delta}}=0.439. \tag{23}$$

Solving Eq. (7) for $x$ means collecting its terms in $x$: $x[c_D(1-p)+c_Hp]=pc_H$. Thus

$$x=\frac{pc_H}{c_D(1-p)+pc_H}=0.49. \tag{24}$$

About half the cations would have to be aluminium. So large a change would alter the host network and its conduction band, and the fixed parameters would no longer be credible. The number shows how weak the suppression is within the model; it is no recipe for a film.

## II. Which sites supply vacancies, and when the power changes

An oxygen site has $z$ independent cation neighbours, each a dopant with probability $p$. Its vacancy free energy is $g_k=g_0+k\Delta$ for $k$ dopant neighbours, and $N_O$ is the density of oxygen sites. With $\beta=1/k_BT$, the dilute density at fixed temperature, oxygen chemical potential and Fermi level is $n_V=N_Oe^{-\beta g_0}F^z$, where $F=1-p+pe^{-\beta\Delta}$. We write $b=e^{-\beta\Delta}$ and $S=F^z$ for the suppression relative to the film without dopant. The example has $T=573$ K, $k_BT=0.04938$ eV, $z=4$, $p=0.0833$, $g_0=0.50$ eV and $\Delta=0.30$ eV. It gives $S=0.707$ and lowers the density from $1.80\times10^{18}$ to $1.27\times10^{18}$ cm$^{-3}$.

### The neighbours of a vacancy

The shells around vacancies are not typical shells. In the dilute regime, the probability that a vacancy has $k$ dopant neighbours is the contribution of such sites divided by the total:

$$\begin{aligned}
P(k|V)&=\frac{P_kb^k}{F^z}\\
&=\binom zk\left(\frac{pb}{F}\right)^k
\left(\frac{1-p}{F}\right)^{z-k}.
\end{aligned} \tag{25}$$

The $z$ factors of $1/F$ have been shared among the $z$ neighbours. Define

$$p'=\frac{pb}{F},\qquad 1-p'=\frac{F-pb}{F}=\frac{1-p}{F}. \tag{26}$$

Equation (25) is thus again a binomial distribution, with $p'$ in place of $p$. In the example,

$$p'=\frac{0.0833\times0.00230}{0.9169}=2.1\times10^{-4}. \tag{27}$$

A neighbour of an average site is a dopant with probability 8%; a neighbour of a vacancy is one with probability 0.02%. The vacancies have avoided the aluminium.

This selection also fixes the temperature dependence. Let $g_0$ and $\Delta$ be independent of temperature, with the oxygen chemical potential and the Fermi level held fixed. From $\ln n_V=\ln N_O-\beta g_0+z\ln F$ and $\partial F/\partial\beta=-p\Delta b$,

$$-\frac{\partial\ln n_V}{\partial\beta}
=g_0+z\frac{pb}{F}\Delta=g_0+zp'\Delta. \tag{28}$$

The Arrhenius energy is the mean energy over the vacancies. Its value is 0.50025 eV, whereas the mean over all sites is $0.50+4\times0.0833\times0.30=0.60$ eV. In this model, a strong binder reduces the number of available cheap sites and leaves the activation energy almost unchanged. A measurement at fixed oxygen pressure would contain a further contribution, because the oxygen chemical potential then varies with temperature.

At a fixed Fermi level, the dilute vacancy density follows the power law $F^z$, and a strong binder removes cheap sites while leaving the activation energy almost unchanged. It remains to see how this result changes when the vacancies are charged, when the model's other assumptions are relaxed, and when the film may not reach equilibrium.
